Why a floating metal cluster grows towards the positive electrode

**What symmetry fixes, and what it leaves open**

Consider a metal sphere of radius a in an electrolyte that carries a uniform current far from the sphere. Let z point towards the positive electrode, so that the electrolyte potential far away is φ = Gz with G > 0. If the response is linear, the current density i at a point of the surface must be a scalar that is linear in the applied gradient. The sphere supplies no direction of its own except the surface normal, and the one scalar linear in the gradient that can be built with it is G cos θ, where θ is measured from z. The other quantities are the ionic conductivity σ, the radius and the charge-transfer resistance R of the surface (in Ω cm²). They form one dimensionless group, so

i = σG F(W) cos θ,  W = σR/a.  (1)

The integral of cos θ over the sphere is zero. The net current therefore vanishes while the local current does not: whatever enters one half leaves the other. Zero net electrode current is a statement about a sum, and it is compatible with growth on one side and dissolution on the other. Symmetry does not say which side grows, nor how fast. That needs the sign and size of F.

**Why the positive-facing side grows**

The metal is M, the electrolyte conducts M⁺ ions, and the exchange reaction

M⁺ + e⁻ ⇌ M

is taken to be the cluster's only electrode reaction. Count i as positive when ions enter the metal, that is, for deposition. Define the drive

u = φ(surface) − φₘ,

where φₘ is the metal potential plus the constant that makes u = 0 the equilibrium condition. A positive ion goes from high to low potential, so u > 0 deposits metal and u < 0 dissolves it.

Electrons move freely in the cluster, so φₘ has one value over the whole surface. The electrolyte potential does not: it is higher on the side facing the positive electrode. No single φₘ can balance both sides. If φₘ lay below every surface value of φ, the whole surface would take in positive charge and φₘ would rise; if it lay above them all, it would fall. It settles in between, where the net current is zero. The positive-facing side then has u > 0 and grows, and the other side has u < 0 and dissolves. Electrons released by dissolution cross the metal and are consumed by deposition, so no external wire is needed.

The ions drift towards the negative electrode while the cluster advances towards the positive one. There is no conflict. The cluster advances because arriving ions are added at its front and atoms are removed at its back; the atoms in between stay where they are.

**The same result for any shape**

The argument can be made precise for a cluster of any shape and any reaction law in which i has the sign of u. The electrolyte obeys Ohm's law with uniform σ and has no space charge, so ∇²φ = 0. The electrolyte potential is held fixed at the two electrodes, and the side walls are insulating.

Let φ₀ be the potential that would exist if the cluster surface were insulated, with the same electrode values, and let χ = φ − φ₀. Then χ = 0 at the electrodes. With n pointing from metal into electrolyte, the current density along n is −σ∂φ/∂n, so the current into the metal is i = σ∂φ/∂n. Since ∂φ₀/∂n = 0 on the cluster, σ∂χ/∂n = i there. Green's identity, in which the outward normal of the electrolyte is −n, gives

σ∫|∇χ|² dV = −∫iχ dA.

Now insert u = φ₀ + χ − φₘ in the integral of iu:

∫iu dA = ∫iφ₀ dA + ∫iχ dA − φₘ∫i dA.

The last term is zero because the cluster floats. Replacing the χ term and rearranging,

∫iφ₀ dA = ∫iu dA + σ∫|∇χ|² dV > 0.  (2)

Neither term on the right can be negative. Both could vanish only if i = 0 everywhere. Then φ = φ₀ would be constant on the surface with no normal gradient, and hence constant throughout the electrolyte, which contradicts the bias.

Because deposition and dissolution have equal totals I, the left side of (2) equals I times the difference between the mean φ₀ weighted by deposition and the mean weighted by dissolution. Deposition is thus weighted towards high φ₀, the side facing the positive electrode. This concerns weighted means; it does not fix the sign at every point of a deeply folded surface.

A two-dimensional L-shaped cluster on a coarse grid gives an example; its overlapping arms cover 13 × 5 and 5 × 14 grid points in a cell 30 points wide. The plates are 40 grid spacings apart with 20 kT/e between them, σR is 20 grid spacings, and the transfer coefficient, defined below, is ½. In reduced units, deposition totals 5.493 and dissolution −5.493. The two terms on the right of (2) are 37.15 and 22.44, and the left side is 59.59. Dividing by 5.493 shows that metal is deposited where φ₀ is on average 10.8 kT/e higher than where it dissolves. The digits show that (2) balances on this grid, but they are not converged. On finer grids, with the surface midway between metal and electrolyte points, the current and the three terms fall by 3 to 7 % and the mean difference becomes 10.7 kT/e.

The floating condition is essential. Suppose the cluster is wired to the positive electrode, and the electrolyte beside that electrode is no higher than equilibrium with it. A point on the cluster with u > 0 would require a potential maximum on the cluster surface. But i > 0 there means that φ rises away from the surface, so the point is not a maximum. Hence u > 0 occurs nowhere. For the same L-shaped cluster, wired in this way, even the largest value of i is negative (−0.056): it dissolves all over. With the signs reversed, a cluster wired to the negative electrode grows all over.

**How fast: the sphere**

For the reaction use the Butler–Volmer law with exchange current density i₀ and cathodic transfer coefficient α:

i = i₀{exp[αeu/kT] − exp[−(1−α)eu/kT]}.  (3)

For small u the bracket is αeu/kT + (1−α)eu/kT = eu/kT. Hence i = u/R with R = kT/(ei₀).

Outside the sphere, the solution of Laplace's equation with the angular form (1) and the right far field is

φ = G cos θ (r + b a³/r²).

A term in 1/r would carry net current and is excluded. The mean of u over the surface must vanish, so φₘ = 0. At r = a,

i = σ∂φ/∂r = σG cos θ (1 − 2b),
u = Ga cos θ (1 + b).

Setting i = u/R and multiplying by R/(Ga cos θ) gives

W(1 − 2b) = 1 + b, so b = (W − 1)/(1 + 2W).

Then 1 − 2b = [(1 + 2W) − 2(W − 1)]/(1 + 2W) = 3/(1 + 2W), and

i = 3σG cos θ/(1 + 2W).  (4)

The function left open in (1) is F = 3/(1 + 2W), and it is positive. A numerical solution of the electrolyte equation with a floating metal agreed with (4) to within 0.25 % of the pole current for W = 0.1, 1, 10 and 1000.

Each ion adds one atomic volume Ω, so the surface moves outward at Ωi/e = V cos θ, with

V = 3ΩσG/[e(1 + 2W)].  (5)

This is rigid motion. A sphere shifted by a small distance δ along z has the surface

r = δ cos θ + √(a² − δ² sin²θ) = a + δ cos θ + O(δ²).

A perfect sphere therefore keeps its shape and volume and travels towards the positive electrode at speed V. Whether small deformations die out is a separate question. Surface energy damps them in a cluster of a few nanometres. In a large cluster limited by ion supply, bumps on the growing side receive more ions and can grow, so (5) then describes only the start of the motion.

Two limits show what controls the speed:

- W ≪ 1: V = 3ΩσG/e. Ion supply through the electrolyte is the bottleneck, and V does not depend on radius.
- W ≫ 1: V = 3ΩGa/(2eR). The surface reaction is the bottleneck, and V is proportional to radius and to i₀.

The crossover, 2W = 1, lies at a = 2σR.

**When the drive is not small**

In strong fields the exponentials in (3) matter. If W is so large that the reaction current stays far below σG even with these exponentials, the surface is nearly insulating, b = ½, and φ(surface) = (3/2)Ga cos θ. Write x = 3eGa/(2kT), m = eφₘ/kT and c = cos θ. Equal areas of a sphere correspond to equal intervals of c, so zero net current requires

∫ exp[α(xc − m)] dc = ∫ exp[−(1−α)(xc − m)] dc, with c from −1 to 1.

The integrals are elementary:

2e^(−αm) sinh(αx)/(αx) = 2e^((1−α)m) sinh((1−α)x)/((1−α)x).

Dividing by e^(−αm) and solving for m,

m = ln{(1−α) sinh(αx) / [α sinh((1−α)x)]}.  (6)

For α = ½ this gives m = 0. Otherwise the boundary between growth and dissolution moves to cos θ = m/x, and the growing fraction of the area is (1 − m/x)/2. The poles keep their signs: if |m| reached x, no part of the surface would carry current of one of the two signs, and the net current could not vanish.

For α = 0.3 and x = 5.80, equation (6) gives φₘ = −38.9 mV and a growing fraction of 0.63. The grid solution at W = 10⁴ gives −39.0 mV and 0.62, the latter counted in whole rings of the surface grid. Both differences are grid error; the converged values are −38.9 mV and 0.63. Deposition responds less steeply to the drive than dissolution does in this case, so it needs more area to carry the same total.

**Numbers for a silver cluster**

Take a silver cluster with a = 2 nm, about 2000 atoms, in the middle of a 40 nm film of a glass that conducts silver ions, at 300 K. Assume σ = 10⁻⁶ S/cm and i₀ = 10⁻² A/cm². The atomic volume of silver is about Ω = 0.017 nm³. The field in the electrolyte is 0.1 MV/cm, or 0.01 V/nm. Then

R = 0.02585 V/(0.01 A/cm²) = 2.585 Ω cm²,
W = (10⁻⁶ S/cm)(2.585 Ω cm²)/(2 × 10⁻⁷ cm) = 12.9.

The far current density is σG = 0.1 A/cm². At the pole

i = 3 × 0.1/(1 + 25.85) = 0.0112 A/cm²,
u = iR = 28.9 mV.

Dividing i by e gives about 700 ions per nm² per second. Multiplying by Ω,

V = 11.9 nm/s.

The cluster moves by its own radius in 0.17 s. Integrating i over the growing half gives πa² times the pole value, 1.4 fA, or about 8800 electrons crossing the metal each second, although the net current is zero.

This cluster is far smaller than the linear crossover radius 2σR = 52 nm and is limited by its surface reaction. At this field the actual crossover, where the speed is half the supply limit, comes at about 22 nm, because the drive on a larger sphere exceeds kT/e and the reaction is then faster than the linear law. Neither sphere would fit in the 40 nm film. At this field, radius and i₀, raising σ without limit would speed the cluster up by only 26.85/25.85, or 4 %; at 0.5 MV/cm, with the full law (3), the gain is 19 %.

The electrodes need their own drive. If both exchange silver ions with the same i₀ and α = ½, equation (3) becomes σG = 2i₀ sinh(eη/2kT), so η = 2(kT/e) arsinh(5) = 0.12 V at each. The cell voltage is 0.40 + 2 × 0.12 = 0.64 V. Such electrodes do not stand still: silver plates on the negative one and dissolves from the positive one at ΩσG/e = 106 nm/s, and by (5) the cluster moves at only 3/(1 + 2W) of this rate. If the glass yields to the electrodes as it does to the cluster, the negative electrode closes the 18 nm gap in about 0.19 s, when the cluster has moved about one radius. The gaps change through the cluster's motion alone only if the film is carried along as a rigid slab in contact with both electrodes.

With the full law (3) and α = ½ the centre of the cluster moves at 12.2 nm/s, 3 % above the linear result. At 0.5 MV/cm, other parameters held fixed, it starts at 111 nm/s, 1.87 times the linear prediction. The local speed is then no longer proportional to cos θ, so the sphere begins to deform.

**What real films change**

The geometry, field and cell voltage are in the range of electrochemical metallization cells, but σ and i₀ can differ by orders of magnitude between films. In the reaction-limited regime the speed follows i₀ directly, so 12 nm/s is an illustration, not a forecast for a given device.

The model also assumes that the glass makes room. Adding an atom against a pressure p costs work pΩ, which cancels the electrical drive when

p = eu/Ω = 0.27 GPa.

If φₘ is unchanged, a matrix that sustains this stress at the growing pole stops growth there. If the stress covers much of the growing side, φₘ falls until the net current is zero again, and a higher stress is needed. The correction can therefore be as large as the speed itself.

Other effects are smaller or of a different kind:

- **Curvature.** Adding volume Ω to a sphere raises its surface energy by 2γΩ/a. For γ = 1 J/m² this shifts equilibrium by 2γΩ/(ae) = 106 mV, more than the drive. On a floating sphere the shift is uniform, so φₘ absorbs it and the currents do not change at given i₀. The i₀ of a curved surface can differ from that of a flat one: if curvature raised the energy of the atoms but not of the transition state, i₀ would grow by exp(α × 106 mV × e/kT), about 8 for α = ½. On a deformed cluster it is not uniform and tends to restore the sphere. A cluster tied to an electrode cannot absorb the shift, which then favours dissolution.
- **Space charge.** With 10²⁰ mobile ions per cm³ and relative permittivity 10, the screening length √(εkT/ne²) is 0.38 nm, about a fifth of the radius. But the ions are on average n^(−1/3) = 2.2 nm apart, farther than this length, so the formula is outside its strict range and gives only a rough scale. At this size a smooth, neutral electrolyte can describe at best an average over time.
- **Single electrons.** In the same rough continuum picture, the potential around a charged sphere falls as exp(−r/λ)/r, where λ is the screening length. The capacitance per area is then C = ε(1/λ + 1/a), and one electron changes the cluster potential by e/(4πa²C), about 11 mV. The steady φₘ is an average over fluctuations of about √(11 mV × kT/e) = 17 mV. Including the charging energy of each step in (3) lowers the speed by roughly 5 %.
- **Short pulses.** While the interface charges, and with the reaction neglected, C ∂u/∂t = i. With the sphere's u and i this reads Ca db/dt = σ(1 − 2b), so b settles in a time of order Ca/(2σ), a few µs. This is a scale only, because C was found for a uniformly charged sphere. During much shorter pulses the steady reaction drive is not established, and (5) does not apply.
- **Film and hopping.** The electrodes' response to the cluster changes the field at its centre by a fraction below (2a/film thickness)³ = 10⁻³. Field-assisted hopping over 0.3 nm raises the ion current by 0.06 %.

The floating condition fails near an electrode. For a barrier Φ, gap s and small voltage U, add the tunnelling probability over the energies of motion across the gap, counted as ε below the Fermi level. Free electrons strike a unit area at the rate 4πm/h³ per unit of this energy and per unit of energy of motion along the surface. The voltage leaves a window eU of the latter unbalanced, and each electron carries charge e, so

J = (4πme²U/h³) ∫ exp[−2s√(2m(Φ+ε))/ħ] dε.

With p₀ = √(2mΦ), the root is p₀ + mε/p₀ to first order. The integral is then (ħp₀/2ms) exp(−2sp₀/ħ), and

J = e²p₀U/(h²s) · exp(−2sp₀/ħ).

For Φ = 1 eV, the free electron mass and U = 0.12 V, J equals the pole current density at s = 2.3 nm. This compares densities only. Tunnelling passes through a patch of about 1 nm² at the pole, whereas the reaction uses the whole surface, so at this gap φₘ shifts by only about 1 mV. Comparing total currents, with the ohmic drop added to U and images neglected, the pole facing the positive electrode stops growing at a gap of about 1.9 to 2.0 nm. At smaller gaps the cluster increasingly takes the potential of the nearby electrode.

**What to do about it**

To limit drift under a steady bias in the reaction-limited regime, lower the field, the exchange current density or the cluster size. At weak drive, lowering the conductivity at fixed field has little effect until W approaches 1: going from W = 12.9 to 3 slows the example by 12 % at 0.1 MV/cm, but by 29 % at 0.5 MV/cm. In the linear regime the displacement is V times the bias time, so a tenfold lower field held for ten times as long moves the cluster equally far.

To test whether this mechanism is at work, reverse the bias for times well above the charging time. A floating cluster should exchange its growing and dissolving sides. If it dissolves or grows all over, suspect an electronic path to one electrode, through a narrow gap or through electronic conduction in the film.

Expect a change of behaviour at small gaps. A cluster that reaches tunnelling distance of the positive electrode should stop advancing and start to dissolve as a whole. If that electrode recedes through the glass as it dissolves, a cluster with W > 1 does not catch it and is instead overtaken by metal plating on the negative electrode. Near the negative electrode it should grow as a whole if the drive there exceeds the curvature shift. For the 2 nm cluster above the two are comparable, and a smaller cluster may dissolve instead. The model leaves out nucleation of new clusters. If dissolved ions form new particles on the negative side, the metal as a whole can spread that way even though each floating cluster grows towards the positive electrode.

The numerical output below lists the values used here.

Calculated quantities

```
sphere law, worst grid deviation: 0.25 %
L-shaped cluster, W=20, alpha=0.5, reduced units:
  plate bias: 20 kT/e
  total deposition current: 5.4932
  total dissolution current: -5.4932
  current-weighted insulated potential: 59.5879
  reaction term: 37.1462
  field term: 22.4418
  wired to positive plate, largest current: -0.0556
temperature: 300 K, kT/e: 25.85 mV
cluster radius: 2.0 nm, film: 40 nm
field: 0.10 MV/cm = 0.010 V/nm
ionic conductivity: 1.0e-06 S/cm
exchange current density: 1.0e-02 A/cm2
atomic volume: 0.017 nm3
atoms in cluster: 1971
charge-transfer resistance R: 2.585 ohm cm2
W: 12.93
far current density: 0.100 A/cm2
pole current density: 0.01117 A/cm2
pole drive u: 28.88 mV
speed V, linear: 11.85 nm/s
time to move one radius: 0.169 s
current through cluster: 1.404 fA
electrons crossing: 8763 per s
overpotential per electrode: 0.120 V
cell voltage: 0.639 V
centroid speed, Butler-Volmer: 12.24 nm/s
same at 0.5 MV/cm: 111.1 nm/s
  ratio to linear law there: 1.87
alpha=0.3, 0.5 MV/cm, large W: x = 5.802
  metal potential, formula: -38.90 mV
  metal potential, solver: -38.99 mV
  growing area fraction, formula: 0.630
  growing area fraction, solver: 0.617
stress cancelling pole drive: 0.272 GPa
curvature shift (1 J/m2): 106 mV
screening length (1e20 cm-3, eps 10): 0.38 nm
one-electron potential step: 11.4 mV
charging time: 2.79 us
hopping excess (0.3 nm hop): 0.056 %
electrode images, (2a/film)^3: 1.0e-03
tunnelling gap limit (1 eV barrier): 2.29 nm
```
